Thermopower of graphene from the hydrodynamic to the impurity-dominated limit

**1. A fluid at rest**

Take a charged fluid with one kind of carrier, of charge q and density n, whose collisions keep it in local equilibrium. A temperature gradient is applied and no current is allowed to flow. With a single kind of carrier, zero current means zero drift. A fluid at rest feels no friction from impurities, so the electric force must balance the pressure gradient:

nqE − ∇P = 0.

The Gibbs-Duhem relation, with s the entropy density, is

∇P = s∇T + n∇μ.

Substitution gives

nq(E − ∇μ/q) = s∇T.

A voltmeter responds to the bracket, the electrochemical field 𝓔 = E − ∇μ/q. With the thermopower S defined by 𝓔 = S∇T at zero current,

S = s/(nq).

This is the entropy per carrier divided by the carrier charge. The impurity strength has dropped out because nothing moves.

Graphene does not fit this argument directly. It has electrons and holes, and its current is not proportional to its momentum, so zero current need not mean zero drift. A kinetic calculation shows when the result survives and what replaces it when impurities dominate.

**2. Kinetic equation and conventions**

Energies ε are measured from the Dirac point, positive in the conduction band and negative in the valence band. The carriers are electrons, q = −e, in both bands. Let p be the size of the momentum **p**. Then ε = ±vp, the velocity **v** is ±v times the direction of **p**, and in both bands

**p** = ε**v**/v².

With fourfold degeneracy the density of states is ν(ε) = 2|ε|/(πħ²v²). The net density n counts electrons minus holes. The sheet is large and uniform apart from weak, constant gradients; boundary friction and phonon drag are left out.

Let f₀ be the Fermi function and f₀′ its energy derivative. To first order in the gradients write

δf = (−f₀′) **v**·**A**(ε).

A drifting equilibrium f₀(ε − **p**·**u**) has δf = (−f₀′)**p**·**u**, which means **A** = ε**a** with **a** = **u**/v².

The streaming side of the Boltzmann equation is **v**·∇f₀ + qE·**v**f₀′. Since f₀ depends on (ε−μ)/T,

∇f₀ = (−f₀′)[∇μ + (ε−μ)∇T/T].

The streaming side is therefore −(−f₀′)**v**·**F**, where

F = q𝓔 − (ε−μ)∇T/T.

All vectors are now parallel, and their bold type is dropped.

Elastic impurities change the direction of **v** but not ε. Their collision term is the sum over final directions of a rate times δf(final) − δf(initial). Each rate is thus weighted by 1 − cos θ, and the result is −Γ(ε)δf, with Γ the transport rate. Electron collisions contribute −(−f₀′)**v**·(CA), where C is a linear operator on functions of energy. Cancelling common factors leaves

F = ΓA + CA.  (1)

Define the average ⟨X⟩ = ∫ν(−f₀′)X dε over both bands. Averaging v_i v_j over directions gives v²/2 for equal components and zero otherwise, so the current and momentum densities are

J = (qv²/2)⟨A⟩,  momentum density = ½⟨εA⟩.

**3. The hydrodynamic limit**

Electron collisions conserve number, energy and momentum. Number and energy are scalars, which a uniform vector force does not excite at first order. Momentum conservation requires ⟨εCA⟩ = 0 for every A. A drifting equilibrium is not relaxed, so Cε = 0. Assume that this is the one conserved vector mode and that all others relax at rates of at least γ_min.

Split A = εa + B with ⟨εB⟩ = 0. Equation (1) gives CB = F − ΓA, so B is of order 1/γ_min and vanishes for strong electron collisions. To find a, multiply (1) by ε and average; the electron term disappears:

⟨εF⟩ = ⟨εΓA⟩ → a⟨ε²Γ⟩.

The current is then proportional to ⟨ε⟩a. If ⟨ε⟩ ≠ 0, zero current requires a = 0, hence ⟨εF⟩ = 0. Inserting F,

q𝓔⟨ε⟩ = (∇T/T)(⟨ε²⟩ − μ⟨ε⟩),

qTS = ⟨ε²⟩/⟨ε⟩ − μ.  (2)

The impurity law has again dropped out. It remains to identify the averages.

For ε > 0, νε is proportional to ε², and integration by parts gives

∫νε(−f₀′)dε = 2∫νf₀ dε.

For ε < 0, write −f₀′ = d(1−f₀)/dε. The same step gives −2∫ν(1−f₀)dε. The sum is

⟨ε⟩ = 2n.

In ⟨ε²⟩ the power of |ε| is one higher. The two bands give 3∫νεf₀ dε and 3∫ν|ε|(1−f₀)dε, so

⟨ε²⟩ = 3U,

where U is the energy density above the neutral ground state. The pressure follows from the grand potential. Electrons contribute

k_BT∫ν ln[1 + exp(−(ε−μ)/k_BT)]dε = ½∫νεf₀ dε,

where the equality is an integration by parts with ν ∝ ε. Holes, with energy |ε| and chemical potential −μ, contribute in the same way. Therefore P = U/2. Since U + P = Ts + μn,

⟨ε²⟩ = 3U = 2(U + P) = 2(Ts + μn).

Equation (2) becomes

qTS = (Ts + μn)/n − μ = Ts/n,

S_hyd = s/(nq).

The result holds at fixed n ≠ 0 as the electron collision rate grows. For n > 0 it is negative, because q = −e.

**4. A model for all collision rates**

The intermediate region depends on the form of C. The simplest choice relaxes A towards a drifting equilibrium at one energy-independent rate γ:

F = ΓA + γ(A − εa).

Momentum conservation, ⟨ε(A − εa)⟩ = 0, fixes a = ⟨εA⟩/⟨ε²⟩. Define

g = 1/(γ+Γ),  K_j = ⟨εʲg⟩,  D = ⟨ε²Γg⟩.

The equation gives A = g(F + γεa). Multiplying by ε and averaging,

a⟨ε²⟩ = ⟨εgF⟩ + γaK₂.

Because 1 − γg = Γg, the difference ⟨ε²⟩ − γK₂ equals D. Hence

a = ⟨εgF⟩/D,

⟨A⟩ = ⟨gF⟩ + γK₁⟨εgF⟩/D.

The two averages of the force are

⟨gF⟩ = q𝓔K₀ − (∇T/T)(K₁ − μK₀),

⟨εgF⟩ = q𝓔K₁ − (∇T/T)(K₂ − μK₁).

Setting ⟨A⟩ = 0 and collecting terms,

q𝓔[K₀ + γK₁²/D] = (∇T/T)[K₁ + γK₁K₂/D − μ(K₀ + γK₁²/D)],

qTS + μ = (K₁ + γK₁K₂/D)/(K₀ + γK₁²/D).  (3)

The denominator also sets the conductivity:

σ = (q²v²/2)(K₀ + γK₁²/D).

Equation (3) is therefore a conductivity-weighted mean of two channels. The direct channel, with weight K₀, has qTS = K₁/K₀ − μ. The drift channel, with weight γK₁²/D, has qTS = K₂/K₁ − μ. Unless Γ is constant, both channel values depend on γ through g.

For large γ, g → 1/γ. The direct weight falls as ⟨1⟩/γ, while the drift weight tends to ⟨ε⟩²/⟨ε²Γ⟩. The drift channel wins when

γ ≫ ⟨1⟩⟨ε²Γ⟩/⟨ε⟩²,

and its value K₂/K₁ − μ becomes (2).

As a check on (3), the two-band Boltzmann equation was solved on a grid of momenta and angles, with an explicit angular impurity kernel and the same single-rate model of electron collisions. This tests the reduction to (3), not the collision model. For three impurity laws and four values of γ, the largest difference in S was 1.0×10⁻⁸ k_B/e.

**5. The impurity limit and Mott's formula**

At γ = 0 the drift channel is absent and g = 1/Γ:

qTS_imp = ⟨ε/Γ⟩/⟨1/Γ⟩ − μ.  (4)

With σ(ε) = (q²v²/2)ν(ε)/Γ(ε), this is the mean of ε − μ weighted by (−f₀′)σ(ε). It is the energy-averaged Mott value. If σ(ε) varies slowly over k_BT, expand it about μ. The linear term meets

∫(−f₀′)(ε−μ)²dε = π²k_B²T²/3,

and the leading result is Mott's formula,

S_Mott = (π²k_B²T/3q) d ln σ(ε)/dε at ε = μ.

Let the impurity lifetime 1/Γ vary as |ε|^m. Then σ(ε) ∝ |ε|^(1+m), and for μ > 0

S_Mott = (1+m)π²k_B²T/(3qμ).

The case m = 1 describes unscreened charged impurities in the Born approximation; screening by the carriers lowers it strongly. With the Thomas-Fermi wave vector 4αk_F held fixed, where α = e²/(4πε₀κħv) and κ is the background dielectric constant, the local exponent at μ is about 0.4 for α = 0.1 and about −0.3 to −0.5 for α = 0.55 to 0.9, values typical of graphene on a substrate. So m = 1 is a limiting model law, not the usual case for charged impurities in a device. For m = −1, σ(ε) is constant within each band and equal in the two, so (4) is the mean of ε − μ with weight −f₀′. It vanishes by symmetry at every temperature.

**6. The interpolation at low temperature**

For k_BT ≪ μ, apply the same expansion to both channels of (3). A prime denotes an energy derivative at μ, and c = π²k_B²T²/3. Then

K₁/K₀ − μ = c(ln νg)′,

K₂/K₁ − μ = c(ln ενg)′ = c[(ln νg)′ + 1/μ].

To leading order the weights are K₀ = νg and

γK₁²/D = γ(νμg)²/(νμ²Γg) = νgγ/Γ.

The drift share is therefore γ/(γ+Γ). The total weight is νg(1 + γ/Γ) = ν/Γ, so at this order electron collisions leave the conductivity unchanged while, unless m = 1, they alter the thermopower. The weighted mean is

qTS = c[(ln ν)′ + (ln g)′ + γ/((γ+Γ)μ)].

Here (ln ν)′ = 1/μ. Since Γ′ = −mΓ/μ,

(ln g)′ = −Γ′/(γ+Γ) = mΓ/[μ(γ+Γ)].

Therefore

S = (π²k_B²T/3qμ)[1 + (γ + mΓ)/(γ+Γ)]
= (π²k_B²T/3qμ)[2γ + (1+m)Γ]/(γ+Γ).

For γ ≫ Γ the last fraction is 2, which gives the leading hydrodynamic value; for γ ≪ Γ it is 1 + m, which gives Mott's value. Thus

S = (γS_hyd + ΓS_Mott)/(γ+Γ),  Γ taken at μ.  (5)

This is the interpolation sought, at leading order in k_BT/μ and within the model. The ratio S_Mott/S_hyd is (1+m)/2. For m = 1 the end points coincide at this order, so a low-temperature thermopower near the entropy value shows that electron collisions dominate only if the impurity exponent is known to lie well below 1, as it does for screened charged impurities with α of order one.

For a numerical check take μ = 300 meV and T = 200 K, so that μ/k_BT = 17.4, with γ = Γ(μ). The unit in (5) is

(π²/3)(86.17 µV/K)/17.407 = 16.29 µV/K.

For m = 1, 0, −1 the factors are 2, 3/2 and 1, giving −32.6, −24.4 and −16.3 µV/K. Equation (3) gives −32.2, −24.2 and −16.1 µV/K. The differences are about 1% of the full values.

**7. Constant impurity rate**

For m = 0 a weighted mean holds at any temperature. With constant Γ, K_j = g⟨εʲ⟩ and D = Γg⟨ε²⟩. The channel values no longer depend on γ, and the ratio of drift to direct weight is

(γK₁²/D)/K₀ = γ⟨ε⟩²/(Γ⟨1⟩⟨ε²⟩) = γ/γ*,

γ* = Γ⟨1⟩⟨ε²⟩/⟨ε⟩².

Hence

S = (γS_hyd + γ*S_imp)/(γ + γ*).  (6)

The Cauchy-Schwarz inequality gives ⟨ε⟩² ≤ ⟨1⟩⟨ε²⟩, so γ* ≥ Γ. The thermopower is midway between its limits at γ = γ*.

**8. A worked case at 50 meV**

Take v = 10⁶ m/s, T = 200 K and μ = 50 meV. Then k_BT = 17.235 meV, μ/k_BT = 2.901, and the net density is 0.251×10¹² cm⁻². The entropy per net carrier is 1.7732 k_B, so

S_hyd = −1.7732 × 86.173 µV/K = −152.8 µV/K.

A randomly drawn momentum-conserving collision operator, made strong, gives the same −152.8 µV/K. When strong collisions with a single energy-independent rate conserve number and energy but not momentum, the result is −79.1 µV/K. The reason is visible in the model equation of section 4: without the drift term γεa, strong collisions give A → F/γ, and the thermopower tends to (⟨ε⟩/⟨1⟩ − μ)/(qT), the impurity value for constant Γ. Frequent collisions alone do not guarantee the entropy law: without momentum conservation, the limit depends on how the collision rate varies with energy.

For constant Γ, S_imp = −79.14 µV/K and γ* = 1.2238Γ. At γ = Γ, equation (6) gives

S = −(152.80 + 1.2238 × 79.14)/2.2238 µV/K = −112.3 µV/K,

in agreement with (3). The numerical output lists S against γ/Γ(μ) for the three impurity laws. For m = −1 its magnitude rises from zero towards the entropy value, and at γ = 10Γ(μ) it has reached −132.3 µV/K, or 87% of S_hyd.

For m = 1 the limits are −140.5 and −152.8 µV/K. Their difference comes from the valence band. Let c_j and h_j be the integrals of |ε|ʲ(−f₀′) over positive and negative energies. Equations (2) and (4) give

qTS_hyd + μ = (c₃ + h₃)/(c₂ − h₂),

qTS_imp + μ = (c₃ − h₃)/(c₂ + h₂).

Subtracting,

qT(S_hyd − S_imp) = 2(c₃h₂ + c₂h₃)/(c₂² − h₂²).

Without the valence terms the two limits are equal. For μ ≫ k_BT, h_j contains the factor exp(−μ/k_BT), so the gap closes exponentially on cooling at fixed μ.

For m = 1, Mott's low-temperature formula is inaccurate here. It gives −195.4 µV/K, against −140.5 µV/K from the energy average (4). The entropy value is larger in magnitude than the averaged impurity value but smaller than the low-temperature formula. To see the effect of electron collisions at this μ/k_BT, one must compare with (4).

**9. Neutrality, and other limits of validity**

At μ = 0, take Γ even in energy. Then K₁ = 0 and (3) gives S = 0 for any finite γ. Yet s/n diverges, because s stays finite as n → 0. The hydrodynamic argument fails at the step from zero current to zero drift: at neutrality a drift carries electrons and holes together and transports heat without charge.

Equation (6) shows the approach for constant Γ. Near neutrality ⟨ε⟩ ∝ μ, so γ* ∝ 1/μ² while S_hyd ∝ 1/μ. At fixed γ the drift contribution, about γS_hyd/γ*, vanishes as μ, and so does S_imp. Take γ = 10Γ and T = 200 K. At μ/k_BT = 2, γ* = 1.44Γ and S = −187 µV/K, against an entropy value of −201 µV/K. At μ/k_BT = 0.1, γ* = 196Γ and S = −172 µV/K, while the entropy value is −3365 µV/K. A collision rate that is hydrodynamic at one density is thus far too small at another.

The two end points rest on less than the curve between them. The hydrodynamic limit needs momentum to be the one slowly relaxing vector mode, and the impurity limit needs elastic scattering and negligible γ. The curve also assumes a single energy-independent γ. That rate is a parameter here, so a table at fixed γ/Γ is not a prediction of a temperature sweep. Inelastic phonon scattering, density puddles and interaction corrections to s and n are omitted. For m = 1 the model rate Γ diverges at the Dirac point, where a description by well-defined band states becomes doubtful; results for that law are safest when few carriers lie there.

Table of computed values

```
temperature = 200 K
chemical potential = 50 meV
Dirac velocity = 1.0e+06 m/s
kB T = 17.235 meV
mu/(kB T) = 2.9011 (dimensionless)
net density = 0.2507 x 10^12 cm^-2
entropy per net carrier = 1.7732 kB
kB/e = 86.173 uV/K
hydrodynamic S = -152.80 uV/K
random collision operator: S = -152.80 uV/K
no momentum conservation: S = -79.06 uV/K
crossover gamma*/Gamma, m=0 = 1.2238 (dimensionless)
S at that crossover = -115.97 uV/K
largest formula-kinetic gap = 1.0e-08 kB/e
S in uV/K; columns: gamma/Gamma(mu), m=1, m=0, m=-1
   0.0   -140.52    -79.14      0.00
   0.1   -141.65    -84.70    -18.40
   0.3   -143.31    -93.64    -37.17
   1.0   -146.38   -112.26    -69.79
   3.0   -149.32   -131.46   -104.15
  10.0   -151.41   -144.77   -132.28
 100.0   -152.64   -151.91   -150.33
low-temperature Mott formula at mu = 50 meV, S in uV/K
m= 1: -195.44
m= 0: -97.72
m=-1: -0.00
degenerate case: mu = 300 meV, mu/(kB T) = 17.407
gamma = Gamma(mu); columns: m, full S, weighted mean (uV/K)
 1   -32.224   -32.573
 0   -24.213   -24.430
-1   -16.117   -16.287
towards neutrality, m=0, gamma/Gamma = 10, T = 200 K
columns: mu/(kB T), gamma*/Gamma, S, -s/(n e) (S in uV/K)
 2.0     1.444   -186.79    -201.30
 1.0     2.851   -293.30    -357.14
 0.5     8.680   -384.86    -683.66
 0.1   195.965   -171.54   -3364.73
```
